# Inverse-field barrier for a needle-shaped conducting nucleus in an insulating film

## 1. A conducting sphere

An insulating film of permittivity \(\epsilon=\kappa\epsilon_0\) sits between electrodes held at fixed voltage, so that the field \(E\) along \(z\) is uniform. A sphere of radius \(R\) turns into a conducting phase. The interface costs \(\sigma\) per area and the new phase costs \(\mu\) per volume. I take \(\mu>0\): without field the conducting phase is unstable, as nucleation models of volatile threshold switching assume.

Outside the sphere the potential is \(\phi=-Ez(1-R^3/r^3)\), which vanishes at \(r=R\). The added term is the potential of a dipole \(p=4\pi\epsilon ER^3\). Section 2 shows that at fixed voltage the nucleus lowers the free energy by \(pE/2\). Hence

\[
F_{\rm sphere}=4\pi R^2\sigma+\tfrac{4\pi}{3}R^3\left(\mu-\tfrac32\epsilon E^2\right).
\]

Growth can pay only if \(\epsilon E^2>2\mu/3\). If \(\mu\) is negligible, \(dF/dR=8\pi\sigma R-6\pi\epsilon E^2R^2=0\) gives \(R_c=4\sigma/(3\epsilon E^2)\). Since \(2\pi\epsilon E^2R_c^3=\tfrac{8\pi}{3}\sigma R_c^2\), the barrier is

\[
W_{\rm sphere}=\tfrac{4\pi}{3}\sigma R_c^2=\frac{64\pi\sigma^3}{27\,\epsilon^2E^4}.
\]

This is an inverse fourth power, not an inverse field. The different law for a needle must come from its shape.

I use SI formulas with nm, eV and V/nm, the natural scale here. The round model parameters, attached to no material, are \(\kappa=15\), \(\sigma=0.125\) eV/nm², \(\mu=0.05\) eV/nm³ and \(E=0.1\) V/nm. Then \(\epsilon=0.829\) e/(V nm) and \(\tfrac32\epsilon E^2=0.012\) eV/nm³, well below \(\mu\). A sphere of any size is driven to shrink.

## 2. Why the gain is \(pE/2\)

At fixed voltage the battery belongs to the energy balance. A linear film with electrode charge \(Q\) stores \(QV/2\), while the battery has supplied \(QV\). The potential to minimize is therefore \(G=QV/2-QV=-QV/2\), and the nucleus changes it by \(-V\Delta Q/2\).

To find \(\Delta Q\), let \(\phi_0=-Ez\) be the potential before and \(\phi\) the potential after the nucleus appears. Both satisfy Laplace's equation in the host outside the nucleus, so Green's identity gives

\[
\oint(\phi_0\,\partial_n\phi-\phi\,\partial_n\phi_0)\,dS=0
\]

over the electrodes and the nucleus, with \(n\) pointing into the host. The side boundaries are far away and contribute nothing. The free charge density on a conductor is \(-\epsilon\,\partial_n\phi\).

- On the electrodes \(\phi=\phi_0\), and the contribution is \(-V\Delta Q/\epsilon\), because the nucleus is neutral and the two electrode charges change oppositely.
- On the nucleus the first term gives \(+Ep/\epsilon\), where \(p\) is the dipole moment of its free charge. The second vanishes, since \(\phi\) is constant there and \(\phi_0\) has no net flux through a closed surface.

Thus \(V\Delta Q=pE\) and \(\Delta G=-pE/2\).

## 3. From sphere to spheroid

Now let the nucleus be a prolate spheroid with half-length \(a\) along the field, radius \(R\), and eccentricity \(e=\sqrt{1-R^2/a^2}\). Its foci lie at \(z=\pm c\), \(c=ea\). I try a line charge of density \(kz'\) between the foci. Its potential is

\[
\phi_{\rm line}=\frac{k}{4\pi\epsilon}\int_{-c}^{c}\frac{z'\,dz'}{s(z')},\qquad s(z')=\sqrt{\rho^2+(z'-z)^2}.
\]

Write \(z'=(z'-z)+z\). The first part integrates to \(s(c)-s(-c)\), the second to \(z\) times a logarithm. On the spheroid \(\rho^2=(1-e^2)(a^2-z^2)\), so \(s(\pm c)=a\mp ez\). The first part is then \(-2ez\), and the second is

\[
z\ln\frac{c-z+s(c)}{-c-z+s(-c)}
=z\ln\frac{(1+e)(a-z)}{(1-e)(a-z)}=2z\,{\rm atanh}\,e .
\]

The line potential on the surface is therefore proportional to \(z\) and can cancel \(-Ez\) everywhere on it:

\[
\frac{2k}{4\pi\epsilon}({\rm atanh}\,e-e)=E
\quad\Rightarrow\quad
k=\frac{2\pi\epsilon E}{{\rm atanh}\,e-e}.
\]

The line charge is neutral and lies inside the nucleus, so by uniqueness this is the outside field. The surface charge produces the same outside field and has the same dipole moment,

\[
p=\int_{-c}^{c}kz'^2dz'=\frac{2kc^3}{3}=\frac{4\pi\epsilon E a^3}{3}\,\frac{e^3}{{\rm atanh}\,e-e}.
\]

The electrostatic gain is

\[
U=\frac{pE}{2}=\frac{2\pi}{3}\epsilon E^2a^3\,\frac{e^3}{{\rm atanh}\,e-e}.
\]

**Limit: sphere.** For \(e\to0\), \({\rm atanh}\,e-e\to e^3/3\), and \(U\to2\pi\epsilon E^2a^3\), as in Section 1.

**Limit: needle.** Since \(1-e^2=R^2/a^2\), \({\rm atanh}\,e=\ln[(1+e)a/R]\to\ln(2a/R)\). With \(C=\tfrac{2\pi}{3}\epsilon E^2\),

\[
U\to\frac{Ca^3}{\Lambda},\qquad \Lambda=\ln\frac{2a}{R}-1 .
\]

The gain grows as the cube of the length and depends on the radius only through a logarithm. At fixed length, thinning the needle reduces its dipole moment only logarithmically, while the converted volume falls as \(R^2\).

An independent test uses the Maxwell stress. The surface is pulled outward with pressure \(\epsilon E_n^2/2\). For \(a/R=5\), the work of this pressure when the spheroid is lengthened or thickened agrees with the corresponding derivative of \(U\), which checks both the sign and the factor \(1/2\).

## 4. The cost of a needle

With \(\rho=R\sqrt{1-z^2/a^2}\), the area element involves \(\rho\sqrt{1+\rho'^2}=R\sqrt{1-e^2z^2/a^2}\). Substituting \(u=ez/a\),

\[
S=\frac{2\pi aR}{e}\int_{-e}^{e}\sqrt{1-u^2}\,du
=2\pi R^2+2\pi aR\,\frac{\arcsin e}{e}.
\]

For a needle \(\arcsin e\approx\pi/2-R/a\). The second term contains \(-2\pi R^2\), which cancels the first, leaving \(S\approx\pi^2aR\). The volume is \(\tfrac{4\pi}{3}aR^2\). Hence

\[
F(a)=Aa-\frac{Ca^3}{\Lambda},\qquad A=\pi^2R\sigma+\tfrac{4\pi}{3}R^2\mu .
\]

Consider first a fixed radius and a constant \(\Lambda\). Then \(A=3Ca^2/\Lambda\) at the top, \(a^*=\sqrt{A\Lambda/(3C)}\), and the gain there is one third of the cost. The barrier is \(W=\tfrac23Aa^*\). Since \(3C=2\pi\epsilon E^2\),

\[
\boxed{W_{1/E}=\frac{2}{3}\,\frac{A^{3/2}}{E}\sqrt{\frac{\Lambda}{2\pi\epsilon}}}
\]

The inverse field arises because a cost linear in length competes with a gain \(E^2a^3\). The critical length then scales as \(1/E\), and so does the cost of reaching it. For the sphere the cost is quadratic in size, which gives \(E^{-4}\).

## 5. The radius needs a lower limit

I fixed \(R\) without saying what fixes it. As \(R\to0\), \(A\to\pi^2R\sigma\) and the barrier falls as \(R^{3/2}\sqrt\Lambda\), to zero. Continuum energetics alone therefore gives no barrier. For the full spheroid at \(E=0.1\) V/nm, \(R=0.5\) nm gives 2.33 eV, \(R=0.05\) nm gives 0.084 eV, and \(R=0.005\) nm gives 0.003 eV.

The last two radii are smaller than an atom, and no conducting phase exists there. The theory needs a minimum radius \(R_m\), below which the phase cannot exist or cannot conduct. It is an input, and the barrier depends on it strongly. I take \(R_m=0.5\) nm and apply the limit to the waist of the spheroid.

The tip stays sharper than this. Its radius of curvature is \(R^2/a\), about 0.04 nm at the top of the barrier for \(E=0.1\) V/nm, and the field there is about \((a/R)^2/\Lambda\approx60\) times \(E\), or 6 V/nm. A continuum interface and a linear host are both doubtful at such a point. A needle with blunt ends has a different barrier, so the values below belong to the spheroid model and not to every needle of the same radius.

Is the lowest pass really at \(R=R_m\)? Differentiate \(F\) with respect to \(R\) at fixed \(a\), using \(\partial\Lambda/\partial R=-1/R\):

\[
\frac1a\frac{\partial F}{\partial R}=\pi^2\sigma+\tfrac{8\pi}{3}R\mu-\frac{Ca^2}{\Lambda^2R}.
\]

The last term equals \(A/[R(3\Lambda-1)]\) at the top, by the stationarity condition of Section 6. Because \(A/R=\pi^2\sigma+\tfrac{4\pi}{3}R\mu\), the derivative is positive for \(\mu>0\) whenever \(\Lambda\ge2/3\): thinning lowers the energy. In the example the two parts are 1.443 and 0.249 eV/nm², a difference of 1.19; the full spheroid gives 1.22.

This is a local statement. A scan of \(F(a^*,R)\) from \(R_m\) to \(5a^*\), oblate shapes included, found its lowest value at \(R_m\). A path of spheroids within this range must cross \(a=a^*\) to become long, and it then climbs at least to \(W\).

## 6. Letting the logarithm vary

Since \(d\Lambda/da=1/a\), the stationarity condition is

\[
A=Ca^2\left(\frac3\Lambda-\frac1{\Lambda^2}\right)=\frac{Ca^2(3\Lambda-1)}{\Lambda^2}.
\]

For \(\Lambda>1/3\) the logarithmic derivative of the right side with respect to \(\ln a\) is

\[
2+\frac{3}{3\Lambda-1}-\frac2\Lambda=\frac{6\Lambda^2-5\Lambda+2}{\Lambda(3\Lambda-1)}>0,
\]

because the numerator has discriminant \(25-48<0\). There is one solution, and it is a maximum of \(F\). The gain at the top is \(Ca^{*3}/\Lambda=Aa^*\Lambda/(3\Lambda-1)\), so

\[
W=Aa^*\,\frac{2\Lambda-1}{3\Lambda-1}.
\]

To compare with the boxed law, insert \(a^*=\Lambda\sqrt{A/[C(3\Lambda-1)]}\) and use the same \(\Lambda\) in both. With \(x=1/\Lambda\),

\[
\frac{W}{W_{1/E}}=\frac{1-x/2}{(1-x/3)^{3/2}}=1-\frac{x^2}{24}+\dots
\]

The first-order terms cancel, so the boxed formula gives a good value if \(\Lambda\) is taken at the true top. The field dependence is another matter. At a stationary point the shift of \(a^*\) does not contribute to \(dW/dE\) at first order. Only the explicit \(E^2\) in the gain does:

\[
\frac{d\ln W}{d\ln E}=-\frac{2U}{W}=-\frac{2\Lambda}{2\Lambda-1}.
\]

**Limit: very long needle.** The exponent tends to \(-1\), but only logarithmically. For the full spheroid in an unbounded host it is \(-1.07\) at \(10^{-3}\) V/nm and still \(-1.03\) at \(10^{-7}\) V/nm. The inverse-field law is thus the leading behaviour with the logarithm frozen.

## 7. Numbers, and the finite thickness of the needle

For the chosen parameters

\[
A=\pi^2(0.5)(0.125)+\tfrac{4\pi}{3}(0.5)^2(0.05)=0.617+0.052=0.669\ \text{eV/nm}.
\]

With \(C=0.01736\) eV/nm³, the stationarity condition gives \(a^*=5.69\) nm and \(\Lambda=2.125\). Then

\[
W=0.669\times5.69\times\frac{3.250}{5.375}=2.30\ \text{eV}.
\]

The boxed law gives 2.33 eV. Maximizing the full spheroid energy gives a cost of 3.82 eV, a gain of 1.49 eV, and a barrier of 2.33 eV, or \(3.74\times10^{-19}\) J.

The close agreement of the boxed law with the full spheroid is partly a cancellation. Freezing the logarithm raises the value by about 1%, and the needle limit omits a thickness correction of similar size. To find this correction, put \(\delta=(R/a)^2\) and expand:

- The area becomes \(\pi^2aR(1+\delta/2)\), from \(1/e\approx1+\delta/2\).
- The numerator of the gain becomes \(e^3\approx1-3\delta/2\).
- In the denominator, \(\ln(1+e)\approx\ln2-\delta/4\) and \(-e\approx-1+\delta/2\), so \({\rm atanh}\,e-e\approx\Lambda+\delta/4\).

Because \(F\) is stationary at \(a^*\), the first-order change of the barrier is the change of \(F\) at fixed \(a^*\):

\[
\Delta W=\delta\left[\frac{\pi^2R\sigma a^*}{2}+\frac{Ca^{*3}}{\Lambda}\left(\frac32+\frac1{4\Lambda}\right)\right].
\]

Here \(\delta=0.0077\), and the bracket is \(1.755+2.436=4.191\) eV. The correction is 0.032 eV, which brings the needle value to 2.335 eV, against 2.334 eV for the full spheroid. Since \(\delta\) grows with field, the correction also makes the decrease of \(W\) less steep: the local exponent is \(-1.31\) for the ideal needle and \(-1.27\) for the full spheroid.

The barrier at other fields, with \(\Lambda\) frozen at its 0.1 V/nm value in the last column, is:

| \(E\) (V/nm) | \(a^*\) (nm) | full \(W\) (eV) | frozen \(1/E\) (eV) |
|---|---|---|---|
| 0.08 | 7.48 | 3.09 | 2.91 |
| 0.10 | 5.69 | 2.33 | 2.33 |
| 0.14 | 3.72 | 1.51 | 1.67 |
| 0.20 | 2.31 | 0.93 | 1.17 |

At 0.20 V/nm the frozen law is 25% above the full result. The aspect ratio there is only 4.6, and even the needle formula with its own \(\Lambda\), 0.85 eV, is 9% too low.

## 8. The law in scaled form

The same law can be written with the scales of classical nucleation. Define \(R_0=2\sigma/\mu\), \(\alpha=R_m/R_0\), \(W_0=\tfrac{4\pi}{3}\sigma R_0^2\), and \(E_0^2=W_0/(\epsilon R_0^3)\). For \(\mu>0\) these are only scales: \(W_0\) is not a zero-field barrier, because no growth occurs at zero field. Then

\[
A=\pi^2\sigma R_0\,\alpha\left(1+\frac{8\alpha}{3\pi}\right),\qquad
W_0E_0=\left(\frac{4\pi}{3}\right)^{3/2}\frac{(\sigma R_0)^{3/2}}{\sqrt\epsilon}.
\]

Eliminating \((\sigma R_0)^{3/2}/\sqrt\epsilon\) from the boxed law leaves the numerical factor \(\tfrac23\pi^3(3/4\pi)^{3/2}/\sqrt{2\pi}=\tfrac{\pi}{4}\sqrt{3/2}\), so

\[
W_{1/E}=\frac{\pi}{4}\sqrt{\frac{3\Lambda}{2}}\left[\alpha\left(1+\frac{8\alpha}{3\pi}\right)\right]^{3/2}\frac{W_0E_0}{E}.
\]

**Limit: small \(\alpha\).** The bulk cost drops out and \(W\propto\alpha^{3/2}W_0E_0/E\), apart from the logarithm. Here \(R_0=5\) nm, \(\alpha=0.1\), \(W_0=13.09\) eV and \(E_0=0.355\) V/nm, which reproduces 2.33 eV. The bulk term enlarges \(A\) by 8%. A needle can nucleate where a sphere cannot because of its gain per volume. Dividing \(Ca^3/\Lambda\) by \(\tfrac{4\pi}{3}aR^2\) gives \(\epsilon E^2a^2/(2\Lambda R^2)\), which grows with the aspect ratio at the local power \(2-1/\Lambda\), about 1.5 in the example, and so overtakes \(\mu\). For a sphere the gain per volume is fixed at \(\tfrac32\epsilon E^2\).

## 9. A needle standing on an electrode

The potential of the full spheroid is odd in \(z\), so its midplane is an equipotential. Replacing that plane by an electrode changes nothing in the upper half. A half-spheroid of height \(a\) therefore has half the area, half the volume and half the gain, and its barrier is \(W/2\). To this one adds \(\pi R_m^2\) times the change in contact energy when the conducting phase replaces the insulator at the electrode. Taking that change as zero, the barrier is 1.17 eV. A contact that favours the conducting phase lowers it further.

In a film of thickness \(d\) the opposite electrode matters too. Its images are copies of the full needle at distances \(2nd\) on both sides. Each gives an axial field \(2p/[4\pi\epsilon(2nd)^3]\), and the sum relative to \(E\) is

\[
\frac{\Delta E}{E}\approx\frac{4p}{4\pi\epsilon E(2d)^3}\sum_{n\ge1}\frac1{n^3}=\frac{\zeta(3)\,p}{8\pi\epsilon d^3E}.
\]

For \(d=20\) nm this is 0.0021. Summing the fields of the image line charges gives 0.0022 at the base and 0.0024 at the tip. The gain of the half-spheroid is still \(pE/4\), with \(p\) the dipole moment of the full needle and \(E\) the field before nucleation, so the images enter only through \(p\). The gain therefore rises by about this fraction, and the barrier falls by the fraction times \(U/W=0.64\), or about 0.14%.

At low field the theory fails because \(a^*\) grows somewhat faster than \(1/E\) (as \(E^{-1.2}\) to \(E^{-1.4}\) over the table) and becomes comparable with the film thickness. Extrapolating the table puts this near a few hundredths of a V/nm for the 20 nm film. At high field the needle formulas fail because the nucleus is no longer slender.

If nucleation is thermally activated with attempt time \(\tau_0\), a pulse of duration \(t\) is likely to nucleate a growing needle once \(W\) falls to about \(k_BT\ln(t/\tau_0)\). With \(\Lambda\) frozen, the threshold field then varies as \(1/[k_BT\ln(t/\tau_0)]\): shorter pulses and lower temperatures need larger fields. This holds within the model, for one nucleation site and for \(\sigma\), \(\mu\) and \(\epsilon\) independent of temperature. Over the fields in the table the full barrier falls faster than \(1/E\), so the threshold varies more weakly than this. The half-spheroid barrier at 0.20 V/nm, 0.46 eV, is about 18 \(k_BT\) at room temperature, and there the frozen law is already 25% too high. This barrier corresponds to \(t/\tau_0\approx10^8\). With these parameters shorter pulses need fields above 0.20 V/nm, where the nucleus is no longer slender and \(\epsilon E^2\) exceeds \(2\mu/3\), so the inverse-field law does not describe them.

When the field is removed before bridging, the gain vanishes and \(F=Aa\) decreases as the needle shortens, so the nucleus is driven to disappear. The energy of a filament that has bridged the film, its current and its heating lie outside this balance, as do space charge in the host and an anisotropic or diffuse interface. The remaining values are in the numerical output.

## Computed values

```
relative permittivity: 15.0
permittivity: 0.8290 e/(V nm)
interface energy sigma: 0.125 eV/nm^2
bulk cost mu: 0.050 eV/nm^3
minimum radius: 0.50 nm
reference field: 0.10 V/nm
film thickness: 20.0 nm
surface potential error / (E a), a/R=5: 1.4e-13
Maxwell stress / gain slope, length: 1.00000000
Maxwell stress / gain slope, radius: 1.00000000
cost per half-length A: 0.6692 eV/nm
needle limit: critical half-length 5.691 nm
needle limit: Lambda 2.1251
needle limit: barrier 2.3027 eV
needle with thickness correction: barrier 2.3351 eV
inverse-field law, same Lambda: barrier 2.3313 eV
ratio needle barrier / inverse-field law: 0.98775
full spheroid: critical half-length 5.689 nm
full spheroid: cost at top 3.8195 eV
full spheroid: gain at top 1.4854 eV
full spheroid: barrier 2.3341 eV = 3.7396 e-19 J
half-spheroid on electrode: barrier 1.1670 eV
local exponent, full spheroid: -1.2728
local exponent, full spheroid, -2 gain/W: -1.2728
local exponent, needle formula: -1.3077
local exponent, thickness corrected: -1.2712
scales: R0 5.00 nm, alpha 0.100
scales: W0 13.090 eV, E0 0.3554 V/nm
radius slope: cost term 1.4431, gain term 0.2490 eV/nm^2
radius slope, full spheroid: 1.2237 eV/nm^2
image field / E: base 0.0022, tip 0.0024
image field / E, dipole estimate: 0.0021
E 0.08 V/nm: a* 7.477 nm, full W 3.0905 eV, needle W 3.0669 eV, frozen 1/E 2.9141 eV
E 0.10 V/nm: a* 5.689 nm, full W 2.3341 eV, needle W 2.3027 eV, frozen 1/E 2.3313 eV
E 0.14 V/nm: a* 3.719 nm, full W 1.5081 eV, needle W 1.4590 eV, frozen 1/E 1.6652 eV
E 0.20 V/nm: a* 2.312 nm, full W 0.9293 eV, needle W 0.8463 eV, frozen 1/E 1.1656 eV
unbounded host, E 1e-03 V/nm: exponent -1.0737
unbounded host, E 1e-05 V/nm: exponent -1.0430
unbounded host, E 1e-07 V/nm: exponent -1.0305
radius 0.0500 nm: barrier 8.388e-02 eV
radius 0.0050 nm: barrier 3.079e-03 eV
radius 0.0005 nm: barrier 1.095e-04 eV
```
